# Weizsäcker Bound and Hoffmann-Ostenhof Inequality for the Electron Density: verification in Python

```python
"""
Result under test (atomic units: hartree, bohr).
 (A) T >= T_W = 1/2 int |grad sqrt(rho)|^2, where T is the kinetic energy and
     rho the density. If the region rho > 0 is connected, equality needs one
     spatial orbital that is real up to a constant phase.
 (B) For an eigenstate of N repelling electrons in a potential v:
     (-1/2 Laplacian + v + I) sqrt(rho) <= 0, I = E(N-1) - E(N), and the left
     side equals -(w1 + w2 + w3) sqrt(rho), with
     w1 = excess of the kinetic energy density over the Weizsaecker one,
     w2 = conditional repulsion, w3 = conditional excitation energy of the
     other electrons (all divided by rho).
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, scf, fci


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def radial_derivatives(f, r, h):
    """First and second derivative by five-point central differences."""
    m2, m1, c0, p1, p2 = [f(r + k * h) for k in (-2, -1, 0, 1, 2)]
    first = (m2 - 8 * m1 + 8 * p1 - p2) / (12 * h)
    second = (-m2 + 16 * m1 - 30 * c0 + 16 * p1 - p2) / (12 * h * h)
    return first, second


def radial_laplacian(f, r, h):
    first, second = radial_derivatives(f, r, h)
    return second + 2 * first / r


# ---------- 1. Two interacting electrons in a harmonic well ----------
# v = omega^2 r^2 / 2; at omega = 1/2 the pair function
# (1 + r12/2) exp(-omega (r1^2 + r2^2)/2) is an exact eigenfunction.
omega = 0.5
COARSE_STEP, FINE_STEP = 0.02, 0.004    # difference steps in bohr
s_nodes, s_weights = gauss(0.0, 26.0, 110)
c_nodes, c_weights = gauss(-1.0, 1.0, 60)
S = s_nodes[None, :, None]          # distance between the electrons
C = c_nodes[None, None, :]          # cosine between r1 and r2 - r1
VOL = 2 * np.pi * S**2 * s_weights[None, :, None] * c_weights[None, None, :]


def pair_probability(r):
    R = np.atleast_1d(r)[:, None, None]
    r2_squared = R**2 + S**2 + 2 * R * S * C
    prob = 2 * VOL * (1 + S / 2)**2 * np.exp(-omega * (R**2 + r2_squared))
    return R, r2_squared, prob


def raw_density(r):
    return pair_probability(r)[2].sum(axis=(1, 2))


def raw_conditional_terms(r):
    """Kinetic density of electron 1, repulsion, energy of electron 2."""
    R, r2_squared, prob = pair_probability(r)
    a = 1 / (2 + S)
    grad1 = a**2 + omega**2 * R**2 + 2 * omega * a * R * C
    grad2 = a**2 + omega**2 * r2_squared - 2 * omega * a * (R * C + S)
    other = 0.5 * grad2 + 0.5 * omega**2 * r2_squared
    return [(prob * q).sum(axis=(1, 2)) for q in (0.5 * grad1, 1 / S, other)]


r_nodes, r_weights = gauss(0.0, 12.0, 70)
shell = 4 * np.pi * r_nodes**2 * r_weights
norm = 2 / np.sum(shell * raw_density(r_nodes))


def well_density(r):
    return norm * raw_density(r)


kin, rep, other = [norm * q for q in raw_conditional_terms(r_nodes)]
rho_nodes = well_density(r_nodes)
slope = radial_derivatives(well_density, r_nodes, FINE_STEP)[0]
T_well = np.sum(shell * kin)
TW_well = np.sum(shell * slope**2 / (8 * rho_nodes))
V_well = np.sum(shell * 0.5 * omega**2 * r_nodes**2 * rho_nodes)
R_well = 0.5 * np.sum(shell * rep)
E_two = T_well + V_well + R_well
E_one = 1.5 * omega
I_well = E_one - E_two


def pair_function(q):
    return (1 + np.linalg.norm(q[:3] - q[3:]) / 2) * np.exp(-omega * q @ q / 2)


# The function is an eigenfunction: its local energy is the same everywhere.
rng = np.random.default_rng(4)
local_energies = []
while len(local_energies) < 8:
    q = rng.normal(size=6) * 1.5
    distance = np.linalg.norm(q[:3] - q[3:])
    if distance < 0.8:
        continue
    h = 1e-3
    lap = sum(pair_function(q + h * e) + pair_function(q - h * e)
              - 2 * pair_function(q) for e in np.eye(6)) / h**2
    local_energies.append(-0.5 * lap / pair_function(q)
                          + 0.5 * omega**2 * q @ q + 1 / distance)
assert np.max(np.abs(np.array(local_energies) - E_two)) < 1e-5
assert T_well > TW_well + 1e-4

r_test = np.array([0.5, 1.0, 2.0, 3.0, 4.0, 6.0])
rho_t = well_density(r_test)
root_t = np.sqrt(rho_t)
kin_t, rep_t, other_t = [norm * q for q in raw_conditional_terms(r_test)]
w2 = rep_t / rho_t
w3 = other_t / rho_t - E_one


def left_side_and_w1(step):
    """The two quantities that need derivatives of the density."""
    lap = radial_laplacian(lambda r: np.sqrt(well_density(r)), r_test, step)
    left = -0.5 * lap / root_t + 0.5 * omega**2 * r_test**2 + I_well
    slope_t = radial_derivatives(well_density, r_test, step)[0]
    return left, (kin_t - slope_t**2 / (8 * rho_t)) / rho_t


left_c, w1_c = left_side_and_w1(COARSE_STEP)
left_t, w1 = left_side_and_w1(FINE_STEP)
mismatch_coarse = np.max(np.abs(left_c + w1_c + w2 + w3))
mismatch = np.max(np.abs(left_t + w1 + w2 + w3))
assert np.all(left_t < 0)
assert min(w1.min(), w2.min(), w3.min()) > 0
assert mismatch < 1e-6

print("Two electrons in a harmonic well")
print(f"omega = {omega:.2f} hartree")
print(f"E(2) = {E_two:.6f}, E(1) = {E_one:.6f}, I = {I_well:.6f} hartree")
print(f"T = {T_well:.6f}, T_W = {TW_well:.6f} hartree")
print(f"T - T_W = {T_well - TW_well:.6f} hartree")
print("L = [(-Lap/2 + v + I) sqrt(rho)]/sqrt(rho); L, w1, w2, w3 in hartree")
print("r/bohr  sqrt(rho)/bohr^-1.5   L         w1        w2        w3")
for row in zip(r_test, root_t, left_t, w1, w2, w3):
    print("%5.1f   %.6f           %9.6f  %.6f  %.6f  %.6f" % row)
for step, value in ((COARSE_STEP, mismatch_coarse), (FINE_STEP, mismatch)):
    print(f"Largest |L+w1+w2+w3|, step {step} bohr: {value:.1e} hartree")

# ---------- 2. Non-interacting electrons in a Coulomb field ----------
Z = 4.0


def root_1s2(r):
    return np.sqrt(2 * Z**3 / np.pi) * np.exp(-Z * r)


def root_1s2_2s2(r):
    two_s = Z**3 / (8 * np.pi) * (1 - Z * r / 2)**2 * np.exp(-Z * r)
    return np.sqrt(root_1s2(r)**2 + 2 * two_s)


r_coul = np.linspace(0.1, 3.0, 59)
left_one = (-0.5 * radial_laplacian(root_1s2, r_coul, 0.005)
            / root_1s2(r_coul) - Z / r_coul + Z**2 / 2)
left_two = (-0.5 * radial_laplacian(root_1s2_2s2, r_coul, 0.005)
            / root_1s2_2s2(r_coul) - Z / r_coul + Z**2 / 8)
assert np.max(np.abs(left_one)) < 1e-5
assert np.all(left_two < 0)
print("Non-interacting electrons, Z = %.0f, r from %.1f to %.1f bohr"
      % (Z, r_coul[0], r_coul[-1]))
print(f"1s2: largest |L| = {np.max(np.abs(left_one)):.1e} hartree")
print(f"1s2 2s2: L from {left_two.min():.4f} to {left_two.max():.1e} hartree")
for r_pick in (0.5, 1.0, 2.0):
    k = np.argmin(np.abs(r_coul - r_pick))
    print(f"1s2 2s2: L at r = {r_coul[k]:.1f} bohr: {left_two[k]:.6f} hartree")

# ---------- 3. Conditions for equality, hydrogenic orbitals with Z = 1 ------
rad, rad_w = gauss(0.0, 60.0, 110)
half_c, half_w = gauss(0.0, 1.0, 20)
cosines = np.concatenate([-half_c, half_c])
cos_w = np.concatenate([half_w, half_w])
RR, CC = np.meshgrid(rad, cosines, indexing="ij")
WW = 2 * np.pi * RR**2 * np.outer(rad_w, cos_w)
POINT = np.array([RR * np.sqrt(1 - CC**2), 0 * RR, RR * CC])


def radius(p):
    return np.sqrt(p[0]**2 + p[1]**2 + p[2]**2)


def orb_1s(p):
    return np.exp(-radius(p)) / np.sqrt(np.pi)


def orb_2pz(p):
    return p[2] * np.exp(-radius(p) / 2) / np.sqrt(32 * np.pi)


def orb_2pz_abs(p):
    return np.abs(orb_2pz(p))


def orb_2p_plus(p):
    return (p[0] + 1j * p[1]) * np.exp(-radius(p) / 2) / np.sqrt(64 * np.pi)


def gradient(f, h=1e-4):
    steps = h * np.eye(3)[:, :, None, None]
    return np.array([(f(POINT + d) - f(POINT - d)) / (2 * h) for d in steps])


def kinetic(orbitals):
    return 0.5 * sum(np.sum(WW * np.abs(gradient(f))**2) for f in orbitals)


def weizsaecker(orbitals):
    return kinetic([lambda p: np.sqrt(sum(np.abs(f(p))**2 for f in orbitals))])


cases = {"2p(+1), one electron": [orb_2p_plus],
         "2pz and |2pz|, same spin": [orb_2pz, orb_2pz_abs],
         "1s and 2pz, same spin": [orb_1s, orb_2pz]}
energies = {k: (kinetic(f), weizsaecker(f)) for k, f in cases.items()}
overlap = np.sum(WW * orb_2pz(POINT) * orb_2pz_abs(POINT))
assert abs(overlap) < 1e-10
for f in (orb_1s, orb_2pz, orb_2pz_abs, orb_2p_plus):
    assert abs(np.sum(WW * np.abs(f(POINT))**2) - 1) < 1e-8
t, tw = energies["2p(+1), one electron"]
assert t > tw + 0.01
t, tw = energies["2pz and |2pz|, same spin"]
assert abs(t - tw) < 1e-5
t, tw = energies["1s and 2pz, same spin"]
assert t > tw + 0.01
print("Hydrogenic orbitals, Z = 1: T and T_W in hartree")
for name, (t, tw) in energies.items():
    print(f"{name}: T = {t:.5f}, T_W = {tw:.5f}")


# Weak form of (B) across the nodal plane of 2pz, trial function exp(-r) >= 0.
def trial(p):
    return np.exp(-radius(p))


weak = np.sum(WW * (0.5 * np.sum(gradient(orb_2pz_abs) * gradient(trial), 0)
              + (-1 / RR + 1 / 8) * orb_2pz_abs(POINT) * trial(POINT)))
plane = -quad(lambda q: 2 * np.pi * q * np.exp(-1.5 * q)
              / np.sqrt(32 * np.pi), 0, np.inf)[0]
assert weak < 0 and abs(weak - plane) < 1e-4
print(f"Weak form for |2pz| with exp(-r): {weak:.5f} (atomic units)")
print(f"Nodal-plane integral for the same: {plane:.5f} (atomic units)")

# ---------- 4. Free atoms in a Gaussian basis ----------
BASIS = "def2-qzvp"
log_r, log_w = gauss(np.log(1e-5), np.log(30.0), 500)
atom_r = np.exp(log_r)
atom_shell = 4 * np.pi * atom_r**3 * log_w
direction = np.array([0.48, 0.60, 0.64])


def atom_energies(mol, dm):
    """T from matrix elements, T_W and electron count from the density."""
    ao = mol.eval_gto("GTOval_sph_deriv1", atom_r[:, None] * direction)
    half = ao[0] @ dm
    rho = np.sum(half * ao[0], axis=1)
    grad = np.array([2 * np.sum(half * ao[k], axis=1) for k in (1, 2, 3)])
    t_w = np.sum(atom_shell * np.sum(grad**2, 0)
                 / (8 * np.maximum(rho, 1e-300)))
    t_full = np.sum(mol.intor("int1e_kin") * dm)
    return t_full, t_w, np.sum(atom_shell * rho)


print(f"Free atoms, Hartree-Fock, basis {BASIS}: T and T_W in hartree")
for symbol, spin in (("He", 0), ("Li", 1), ("Be", 0), ("Ne", 0)):
    mol = gto.M(atom=f"{symbol} 0 0 0", basis=BASIS, spin=spin, verbose=0)
    mf = scf.UHF(mol) if spin else scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    dm = dm.sum(axis=0) if dm.ndim == 3 else dm
    t, tw, count = atom_energies(mol, dm)
    assert abs(count - mol.nelectron) < 1e-5
    if symbol == "He":
        assert abs(t - tw) < 1e-5
        helium, helium_mf = mol, mf
    else:
        assert t > tw + 1e-3
    print(f"{symbol}: T = {t:.5f}, T_W = {tw:.5f}, T_W/T = {tw / t:.5f}")

solver = fci.FCI(helium_mf)
E_he, vector = solver.kernel()
orbitals = helium_mf.mo_coeff
dm_mo = solver.make_rdm1(vector, orbitals.shape[1], helium.nelec)
dm_he = orbitals @ dm_mo @ orbitals.T
T_he, TW_he, count = atom_energies(helium, dm_he)
V_he = np.sum(helium.intor("int1e_nuc") * dm_he)
E_ion = eigh(helium_mf.get_hcore(), helium_mf.get_ovlp(),
             eigvals_only=True)[0]
I_he = E_ion - E_he
bound = TW_he + V_he + 2 * I_he
assert abs(count - 2) < 1e-5
assert T_he > TW_he + 1e-4
assert bound < 0
print(f"He, full configuration interaction, basis {BASIS}")
print(f"E(He) = {E_he:.5f}, E(He+) = {E_ion:.5f}, I = {I_he:.5f} hartree")
print(f"T = {T_he:.5f}, T_W = {TW_he:.5f} hartree")
print(f"T - T_W = {T_he - TW_he:.5f} hartree")
print(f"Nuclear attraction = {V_he:.5f} hartree")
print(f"T_W + attraction + 2 I = {bound:.5f} hartree")

print("no test failed")
```

It prints:

```
Two electrons in a harmonic well
omega = 0.50 hartree
E(2) = 2.000000, E(1) = 0.750000, I = -1.250000 hartree
T = 0.664418, T_W = 0.635246 hartree
T - T_W = 0.029172 hartree
L = [(-Lap/2 + v + I) sqrt(rho)]/sqrt(rho); L, w1, w2, w3 in hartree
r/bohr  sqrt(rho)/bohr^-1.5   L         w1        w2        w3
  0.5   0.286083           -0.697153  0.033294  0.627877  0.035982
  1.0   0.249657           -0.614026  0.024306  0.557246  0.032473
  2.0   0.137648           -0.434028  0.009598  0.400594  0.023836
  3.0   0.046635           -0.316153  0.003774  0.295333  0.017046
  4.0   0.009463           -0.245462  0.001714  0.231248  0.012500
  6.0   0.000083           -0.167985  0.000497  0.160099  0.007389
Largest |L+w1+w2+w3|, step 0.02 bohr: 3.5e-05 hartree
Largest |L+w1+w2+w3|, step 0.004 bohr: 5.5e-08 hartree
Non-interacting electrons, Z = 4, r from 0.1 to 3.0 bohr
1s2: largest |L| = 2.0e-07 hartree
1s2 2s2: L from -9.5011 to -1.7e-05 hartree
1s2 2s2: L at r = 0.5 bohr: -7.847264 hartree
1s2 2s2: L at r = 1.0 bohr: -1.658529 hartree
1s2 2s2: L at r = 2.0 bohr: -0.002848 hartree
Hydrogenic orbitals, Z = 1: T and T_W in hartree
2p(+1), one electron: T = 0.12500, T_W = 0.06250
2pz and |2pz|, same spin: T = 0.25000, T_W = 0.25000
1s and 2pz, same spin: T = 0.62500, T_W = 0.50501
Weak form for |2pz| with exp(-r): -0.27851 (atomic units)
Nodal-plane integral for the same: -0.27851 (atomic units)
Free atoms, Hartree-Fock, basis def2-qzvp: T and T_W in hartree
He: T = 2.86162, T_W = 2.86162, T_W/T = 1.00000
Li: T = 7.43274, T_W = 7.19461, T_W/T = 0.96796
Be: T = 14.57300, T_W = 13.66202, T_W/T = 0.93749
Ne: T = 128.54685, T_W = 90.61307, T_W/T = 0.70490
He, full configuration interaction, basis def2-qzvp
E(He) = -2.90245, E(He+) = -1.99983, I = 0.90262 hartree
T = 2.90226, T_W = 2.86619 hartree
T - T_W = 0.03607 hartree
Nuclear attraction = -6.75203 hartree
T_W + attraction + 2 I = -2.08061 hartree
no test failed
```
